# Long-channel n-transistor thresholds with n-poly, midgap-metal and p-poly gates: verification in Python

```python
"""Threshold voltage of a long n-channel MOS transistor for three gates.

Result under test (atomic units, e = 1, 4 pi eps0 = 1):
  V_T = (Phi_g - chi) - kT ln(Nc/NA)
        + (t/eps_ox) sqrt(8 pi eps_s NA (psi0 + V_SB)),
  psi0 = Eg + kT ln(NA^2/(Nc Nv)).
Phi_g: gate work function, chi: silicon electron affinity, Eg: gap,
Nc, Nv: effective band densities, NA: acceptor density, t: oxide thickness,
eps_ox, eps_s: relative permittivities, V_SB: source-to-body bias,
psi0: band bending at which surface electrons equal bulk holes.
The formula is compared with a grid solution of the nonlinear Poisson
equation, built from vacuum-level alignment and carrier densities.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import ai_zeros

# Rough typical silicon and silicon dioxide parameters (inputs).
TEMP = 300.0            # K
GAP = 1.12              # eV
CHI = 4.05              # eV
NC, NV = 2.9e19, 3.1e19  # cm^-3 at 300 K
EPS_S, EPS_OX = 11.7, 3.9
DOPING = 1e17           # cm^-3
OXIDE = 5.0             # nm
BODY_BIAS = 1.0         # V

HARTREE = sc.value("Hartree energy in eV")
BOHR = sc.value("Bohr radius") * 1e9            # nm
KT = sc.k * TEMP / sc.e                         # eV
COULOMB = sc.e / sc.epsilon_0 * 1e9             # V nm
KINETIC = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18  # eV nm^2
PER_NM3 = 1e-21                                 # cm^-3 to nm^-3

GATES = {"n-poly": 0.0, "midgap": GAP / 2, "p-poly": GAP}  # Phi_g - chi


def oxide_drop(bending, doping=DOPING, oxide=OXIDE):
    """Oxide voltage in V for a band bending in V, through atomic units."""
    density = doping * PER_NM3 * BOHR**3
    root = np.sqrt(8 * np.pi * EPS_S * density * bending / HARTREE)
    return HARTREE * (oxide / BOHR) / EPS_OX * root


def threshold_bending(doping=DOPING, temp=TEMP, gap=GAP):
    kt = sc.k * temp / sc.e
    band_product = NC * NV * (temp / 300.0)**3
    return gap + kt * np.log(doping**2 / band_product)


def threshold_formula(offset, doping=DOPING, oxide=OXIDE, bias=0.0,
                      temp=TEMP, gap=GAP):
    kt = sc.k * temp / sc.e
    edge = kt * np.log(NC * (temp / 300.0)**1.5 / doping)
    bending = threshold_bending(doping, temp, gap) + bias
    return offset - edge + oxide_drop(bending, doping, oxide)


def solve_bands(gate_voltage, offset, doping=DOPING, oxide=OXIDE, bias=0.0):
    """Newton solution for the conduction edge; body Fermi level is zero.

    Gate voltage is measured from the body. Returns conduction edge (eV),
    electron and hole densities (nm^-3) and cell widths (nm)."""
    x = 400.0 * np.expm1(5 * np.linspace(0, 1, 1200)) / np.expm1(5)
    h = np.diff(x)
    width = np.zeros_like(x)
    width[:-1] += h / 2
    width[1:] += h / 2
    acceptors = doping * PER_NM3
    work_function = CHI + offset
    edge = np.full_like(x, GAP - KT * np.log(NV / doping))
    for _ in range(1000):
        n = NC * PER_NM3 * np.exp(-(edge + bias) / KT)
        p = NV * PER_NM3 * np.exp((edge - GAP) / KT)
        flux = EPS_S * np.diff(edge) / h
        vacuum_rise = (edge[0] + CHI) - (work_function - gate_voltage)
        flux_in = np.concatenate(([EPS_OX * vacuum_rise / oxide], flux))
        flux_out = np.append(flux, 0.0)
        residual = flux_out - flux_in - COULOMB * (p - n - acceptors) * width
        bands = np.zeros((3, x.size))
        bands[0, 1:] = EPS_S / h
        bands[2, :-1] = EPS_S / h
        bands[1] = -COULOMB * (p + n) / KT * width
        bands[1, :-1] -= EPS_S / h
        bands[1, 1:] -= EPS_S / h
        bands[1, 0] -= EPS_OX / oxide
        step = solve_banded((1, 1), bands, -residual)
        size = np.max(np.abs(step))
        edge = edge + step * min(1.0, 0.05 / max(size, 1e-15))
        if size < 1e-9:
            return edge, n, p, width
    raise RuntimeError("Poisson solver did not converge")


def threshold_numeric(offset, doping=DOPING, oxide=OXIDE, bias=0.0):
    """Gate-to-source voltage where surface electrons equal bulk holes."""
    def mismatch(voltage):
        _, n, p, _ = solve_bands(voltage, offset, doping, oxide, bias)
        return np.log(n[0] / p[-1])
    return brentq(mismatch, -1.0, 3.0, xtol=1e-7) - bias


def electron_sheet(voltage, offset):
    _, n, _, width = solve_bands(voltage, offset)
    return np.sum(n * width)


# Thresholds: closed formula against the grid solution.
formula = {g: threshold_formula(o) for g, o in GATES.items()}
numeric = {g: threshold_numeric(o) for g, o in GATES.items()}
for gate in GATES:
    assert abs(formula[gate] - numeric[gate]) < 5e-4, gate
other_formula = threshold_formula(GAP / 2, 5e17, 3.0)
other_numeric = threshold_numeric(GAP / 2, 5e17, 3.0)
assert abs(other_formula - other_numeric) < 5e-4

# Flat-band voltage must leave the computed bands flat.
flat = {g: o - GAP + KT * np.log(NV / DOPING) for g, o in GATES.items()}
for gate, offset in GATES.items():
    flat_edge = solve_bands(flat[gate], offset)[0]
    assert np.ptp(flat_edge) < 1e-6

# Body effect: the grid solution must give the predicted shift.
body_shift = threshold_formula(GAP / 2, bias=BODY_BIAS) - formula["midgap"]
body_numeric = {g: threshold_numeric(o, bias=BODY_BIAS) - numeric[g]
                for g, o in GATES.items()}
for shift in body_numeric.values():
    assert abs(shift - body_shift) < 5e-4

# Charge at threshold: electrons make up for the hole tail.
bending = threshold_bending()
drop = oxide_drop(bending)
depletion_width = np.sqrt(2 * EPS_S * bending
                          / (COULOMB * DOPING * PER_NM3))
edge, n, p, width = solve_bands(numeric["midgap"], GATES["midgap"])
assert abs((edge[-1] - edge[0]) - bending) < 1e-4
full_charge = DOPING * PER_NM3 * depletion_width
total_charge = np.sum((DOPING * PER_NM3 + n - p) * width)
electron_share = np.sum(n * width) / full_charge
body_share = np.sum((DOPING * PER_NM3 - p) * width) / full_charge
assert abs(total_charge / full_charge - 1) < 1e-3
assert abs(electron_share / (KT / (2 * bending)) - 1) < 0.06
surface_field = EPS_OX * drop / (EPS_S * OXIDE)  # V/nm

# Electrons remaining at zero gate voltage.
decades = {g: np.log10(electron_sheet(numeric[g], GATES[g])
                       / electron_sheet(0.0, GATES[g]))
           for g in ("n-poly", "midgap")}
assert decades["midgap"] > decades["n-poly"] > 0

# Threshold from linear extrapolation of the electron charge.
v1, v2 = numeric["midgap"] + 0.8, numeric["midgap"] + 1.2
q1, q2 = (electron_sheet(v, GATES["midgap"]) for v in (v1, v2))
extrapolated_shift = v1 - q1 * (v2 - v1) / (q2 - q1) - numeric["midgap"]
assert extrapolated_shift > 0


# Quantum confinement in a triangular well, six silicon valleys, (100) face.
def density_ratio(field):
    """Classical over quantum sheet density at equal surface band edge."""
    heavy, light = 0.916, 0.190
    t = 3 * np.pi * (4 * np.arange(1, 4001) - 1) / 8
    zeros = t**(2 / 3) * (1 + 5 / (48 * t**2))
    assert np.allclose(zeros[:5], -ai_zeros(5)[0], rtol=1e-3)
    quantum = 0.0
    for count, normal, planar in ((2, heavy, light),
                                  (4, light, np.sqrt(heavy * light))):
        levels = zeros * (KINETIC / normal)**(1 / 3) * field**(2 / 3)
        states = count * planar / (2 * np.pi * KINETIC)
        quantum += states * KT * np.sum(np.exp(-levels / KT))
    band_density = (12 * np.sqrt(heavy * light**2)
                    * (KT / (4 * np.pi * KINETIC))**1.5)
    return band_density * KT / field / quantum


assert abs(density_ratio(surface_field / 100) - 1) < 0.03  # classical limit
extra_bending = KT * np.log(density_ratio(surface_field))
quantum_shift = extra_bending + oxide_drop(bending + extra_bending) - drop


# Degenerate polysilicon: Fermi level beyond the edge, and field penetration.
def fermi_half(eta):
    top = max(eta, 0.0) + 40.0
    value = quad(lambda x: np.sqrt(x) / (1 + np.exp(x - eta)), 0, top,
                 limit=200)[0]
    return 2 / np.sqrt(np.pi) * value


assert abs(fermi_half(-5.0) / np.exp(-5.0) - 1) < 0.01
POLY_DOPING = 1e20      # cm^-3, rough
NARROWING = 0.10        # eV, rough, shared equally by the two edges
beyond, penetration = {}, {}
for gate, band in (("n-poly", NC), ("p-poly", NV)):
    eta = brentq(lambda e: fermi_half(e) - POLY_DOPING / band, -5, 20)
    log_slope = (fermi_half(eta + 1e-3) - fermi_half(eta - 1e-3)) / 2e-3
    log_slope /= fermi_half(eta)
    screening = np.sqrt(EPS_S * KT / (COULOMB * POLY_DOPING * PER_NM3
                                      * log_slope))
    beyond[gate] = eta * KT
    penetration[gate] = surface_field * screening
    assert penetration[gate] < KT  # linear screening is justified

FIXED_CHARGE = 1e11     # cm^-2, rough
charge_shift = -COULOMB * FIXED_CHARGE * 1e-14 * OXIDE / EPS_OX
HOT = 358.0             # K
GAP_SLOPE = -2.7e-4     # eV/K, rough
hot_gap = GAP + GAP_SLOPE * (HOT - TEMP)
hot = {g: threshold_formula(o * hot_gap / GAP, temp=HOT, gap=hot_gap)
       for g, o in GATES.items()}
BARRIER, TUNNEL_MASS = 3.1, 0.4  # eV and electron masses, rough
tunnel = (-2 * OXIDE * np.sqrt(TUNNEL_MASS * BARRIER / KINETIC)
          / np.log(10))

print(f"Inputs: T = {TEMP:.0f} K, gap = {GAP} eV, affinity = {CHI} eV")
print(f"Inputs: Nc = {NC:.2e}, Nv = {NV:.2e}, NA = {DOPING:.1e} cm^-3")
print(f"Inputs: oxide = {OXIDE} nm, eps_s = {EPS_S}, eps_ox = {EPS_OX}")
print(f"Thermal energy kT = {KT:.5f} eV")
print(f"Body: Fermi level above valence edge = "
      f"{KT * np.log(NV / DOPING):.4f} eV")
print(f"Surface edge above Fermi level, kT ln(Nc/NA) = "
      f"{KT * np.log(NC / DOPING):.4f} eV")
print(f"Band bending at threshold psi0 = {bending:.4f} V")
print(f"Oxide voltage at threshold = {drop:.4f} V")
print(f"Depletion width = {depletion_width:.1f} nm")
print(f"Silicon surface field = {10 * surface_field:.3f} MV/cm")
print(f"Oxide field = {10 * drop / OXIDE:.3f} MV/cm")
for gate in GATES:
    print(f"{gate}: work function = {CHI + GATES[gate]:.2f} eV, "
          f"flat band = {flat[gate]:.4f} V")
    print(f"{gate}: V_T formula = {formula[gate]:.4f} V, "
          f"grid = {numeric[gate]:.4f} V")
    print(f"{gate}: V_T formula = {formula[gate] / HARTREE:.5f} hartree/e")
print(f"Second case, midgap, 5e17 cm^-3, 3 nm: formula = "
      f"{other_formula:.4f} V, grid = {other_numeric:.4f} V")
print(f"Total charge / full-depletion charge = "
      f"{total_charge / full_charge:.5f}")
print(f"Electron part = {100 * electron_share:.2f} %, "
      f"acceptors less holes = {100 * body_share:.2f} %")
print(f"Body shift at V_SB = {BODY_BIAS} V: formula = {body_shift:.4f} V")
for gate in GATES:
    print(f"{gate}: body shift from grid = {body_numeric[gate]:.4f} V")
for gate in decades:
    print(f"{gate}: electron sheet density falls by {decades[gate]:.2f} "
          f"decades from V_T to zero gate voltage")
print("Neglected effects (shift of V_T unless stated):")
print(f"Linear-extrapolation definition: {extrapolated_shift:+.3f} V")
print(f"Quantum confinement: {quantum_shift:+.3f} V")
print(f"Assumed poly doping = {POLY_DOPING:.0e} cm^-3, "
      f"gap narrowing = {NARROWING:.2f} eV")
for gate, sign in (("n-poly", -1), ("p-poly", 1)):
    net = sign * (beyond[gate] - NARROWING / 2)
    print(f"{gate}: degeneracy {sign * beyond[gate]:+.3f} V, "
          f"with gap narrowing {net:+.3f} V")
    print(f"{gate}: field penetration {penetration[gate]:+.4f} V")
print(f"Fixed charge {FIXED_CHARGE:.0e} cm^-2: {charge_shift:+.4f} V")
print(f"Assumed gap slope = {1e3 * GAP_SLOPE:.2f} meV/K")
for gate in GATES:
    print(f"{gate}: V_T at {HOT:.0f} K = {hot[gate]:.4f} V")
print(f"Assumed barrier = {BARRIER} eV, tunnel mass = {TUNNEL_MASS} m_e")
print(f"Tunnelling factor, log10 = {tunnel:.1f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Inputs: T = 300 K, gap = 1.12 eV, affinity = 4.05 eV
Inputs: Nc = 2.90e+19, Nv = 3.10e+19, NA = 1.0e+17 cm^-3
Inputs: oxide = 5.0 nm, eps_s = 11.7, eps_ox = 3.9
Thermal energy kT = 0.02585 eV
Body: Fermi level above valence edge = 0.1483 eV
Surface edge above Fermi level, kT ln(Nc/NA) = 0.1466 eV
Band bending at threshold psi0 = 0.8251 V
Oxide voltage at threshold = 0.2396 V
Depletion width = 103.3 nm
Silicon surface field = 0.160 MV/cm
Oxide field = 0.479 MV/cm
n-poly: work function = 4.05 eV, flat band = -0.9717 V
n-poly: V_T formula = 0.0931 V, grid = 0.0931 V
n-poly: V_T formula = 0.00342 hartree/e
midgap: work function = 4.61 eV, flat band = -0.4117 V
midgap: V_T formula = 0.6531 V, grid = 0.6531 V
midgap: V_T formula = 0.02400 hartree/e
p-poly: work function = 5.17 eV, flat band = 0.1483 V
p-poly: V_T formula = 1.2131 V, grid = 1.2131 V
p-poly: V_T formula = 0.04458 hartree/e
Second case, midgap, 5e17 cm^-3, 3 nm: formula = 0.7924 V, grid = 0.7924 V
Total charge / full-depletion charge = 1.00000
Electron part = 1.61 %, acceptors less holes = 98.39 %
Body shift at V_SB = 1.0 V: formula = 0.1168 V
n-poly: body shift from grid = 0.1168 V
midgap: body shift from grid = 0.1168 V
p-poly: body shift from grid = 0.1168 V
n-poly: electron sheet density falls by 1.28 decades from V_T to zero gate voltage
midgap: electron sheet density falls by 8.90 decades from V_T to zero gate voltage
Neglected effects (shift of V_T unless stated):
Linear-extrapolation definition: +0.133 V
Quantum confinement: +0.033 V
Assumed poly doping = 1e+20 cm^-3, gap narrowing = 0.10 eV
n-poly: degeneracy -0.062 V, with gap narrowing -0.012 V
n-poly: field penetration +0.0095 V
p-poly: degeneracy +0.059 V, with gap narrowing +0.009 V
p-poly: field penetration +0.0094 V
Fixed charge 1e+11 cm^-2: -0.0232 V
Assumed gap slope = -0.27 meV/K
n-poly: V_T at 358 K = 0.0432 V
midgap: V_T at 358 K = 0.5954 V
p-poly: V_T at 358 K = 1.1476 V
Assumed barrier = 3.1 eV, tunnel mass = 0.4 m_e
Tunnelling factor, log10 = -24.8
ALL CHECKS PASSED
```
